\section*{High-spin condition for neutral interstitial chromium in silicon}

\section*{Problem}

A neutral chromium atom sits at the tetrahedral interstitial site of silicon. It forms no bonds that take up its electrons, and in the ionic picture used here all six valence electrons ($3d^54s^1$ in the free atom) occupy the $3d$ shell. The cubic field splits the shell into a threefold level $t_2$ and a twofold level $e$. Take $t_2$ to be the lower one, with $e$ higher by $\Delta>0$.

Describe each spin state by a single Slater determinant, and assume that
\begin{itemize}
\item every pair of electrons has the same direct repulsion $U$, even when both are in one orbital;
\item every two different orbitals have the same exchange integral $J>0$.
\end{itemize}

\begin{enumerate}
\item[(a)] Show which pairs gain exchange energy, and write the energy of a determinant.
\item[(b)] Find the lowest determinants with $S=2$, $1$ and $0$, and count their parallel-spin pairs.
\item[(c)] For which $\Delta$ is $S=2$ below $S=0$? Can $S=1$ be the ground state?
\item[(d)] Evaluate the result for $\Delta=0.80$ eV and the Racah parameters $B=0.08$ eV, $C=0.35$ eV, taking for $J$ the mean exchange integral of the $d$ shell.
\item[(e)] How do the conditions change if $e$ lies below $t_2$?
\item[(f)] Replace the two assumptions by the actual repulsion integrals of a $d$ shell. How far does the limit on $\Delta$ move?
\end{enumerate}

Energies are in eV. The parameters are round, illustrative values. $B$ and $C$ are of the order of magnitude expected for a free chromium atom. The silicon crystal weakens the repulsion, so the effective values in the real defect can be clearly smaller.

\section*{Solution}

\subsection*{(a) Exchange acts between parallel spins}

Put two electrons into real, orthonormal orbitals $a$ and $b$ with spins $\sigma$ and $\sigma'$. The antisymmetric state is
\begin{equation}
\Psi=\frac{1}{\sqrt2}\left[a_\sigma(1)\,b_{\sigma'}(2)-b_{\sigma'}(1)\,a_\sigma(2)\right].
\end{equation}
Let $w(1,2)$ be the Coulomb repulsion. Its mean value has four terms. The two squared terms are equal, because they differ only in the names of the electrons, and together they give the direct integral
\begin{equation}
U_{ab}=\iint a(\mathbf r_1)^2\,w(1,2)\,b(\mathbf r_2)^2\,d^3r_1d^3r_2 .
\end{equation}
The two cross terms are also equal and carry a minus sign. In them electron 1 has spin $\sigma$ on one side and $\sigma'$ on the other. Since $w$ does not act on spin, they vanish unless $\sigma=\sigma'$. Hence
\begin{equation}
\langle w\rangle=U_{ab}-\delta_{\sigma\sigma'}J_{ab},\qquad
J_{ab}=\iint \rho(\mathbf r_1)\,w(1,2)\,\rho(\mathbf r_2)\,d^3r_1d^3r_2,\quad \rho=ab .
\end{equation}
$J_{ab}$ is twice the electrostatic energy of a charge cloud of density $\rho$, so it is positive. For given orbitals, parallel spins therefore lower the repulsion. If the orbitals may adapt to the spin, this need not hold: in the $1s2s$ states of helium the triplet has the larger repulsion, and it lies lower because its electrons are attracted more strongly by the nucleus. The model here keeps the orbitals fixed. The force involved is the Coulomb force; the spins matter through antisymmetry, which keeps parallel electrons apart.

In a determinant of six electrons, $w$ acts on two electrons at a time. The other four must be in the same spin orbitals on both sides, because different spin orbitals are orthogonal. What remains is the two-electron result for each pair. There are $6\cdot5/2=15$ pairs. With $n_\uparrow$ up and $n_\downarrow$ down spins, the number of parallel pairs is
\begin{equation}
P=\frac{n_\uparrow(n_\uparrow-1)}{2}+\frac{n_\downarrow(n_\downarrow-1)}{2}.
\label{eq:P}
\end{equation}
Measure orbital energies from $t_2$, and let $n_e$ be the number of electrons in $e$. Then
\begin{equation}
E=15U+\Delta\,n_e-JP .
\label{eq:E}
\end{equation}
The term $15U$ is common to all determinants and is dropped below.

\subsection*{(b) Filling the levels}

By \eqref{eq:P}, $P$ depends only on the numbers of up and down spins. For given numbers, the lowest determinant is thus the one with the fewest electrons in $e$.

\emph{Five up, one down.} The up spins fill all five orbitals and the down spin goes into $t_2$. This is $t_2^4e^2$, with $n_e=2$ and $P=10+0=10$.

\emph{Four up, two down.} Three up spins fill $t_2$, the fourth must go into $e$, and both down spins fit into $t_2$. This is $t_2^5e^1$, with $n_e=1$ and $P=6+1=7$.

\emph{Three up, three down.} All electrons fit into $t_2$. This is $t_2^6$, with $n_e=0$ and $P=3+3=6$.

It remains to show that these determinants have a definite total spin. With $\hbar=1$,
\begin{equation}
\mathbf S^2=S_-S_++S_z(S_z+1).
\end{equation}
The operator $S_+$ turns a down spin into an up spin in the same orbital. In all three determinants each down spin shares its orbital with an up spin, so the Pauli principle makes $S_+$ give zero. What is left is $\mathbf S^2=M(M+1)$ with $M=(n_\uparrow-n_\downarrow)/2$. The total spins are therefore $S=M=2$, $1$ and $0$.

\subsection*{(c) The condition}

Equation \eqref{eq:E} gives
\begin{equation}
E_2=2\Delta-10J,\qquad E_1=\Delta-7J,\qquad E_0=-6J .
\end{equation}
The difference between $S=0$ and $S=2$ is
\begin{equation}
E_0-E_2=-6J-(2\Delta-10J)=4J-2\Delta .
\label{eq:gap}
\end{equation}
It is positive, and $S=2$ lies lower, if and only if
\begin{equation}
\boxed{\;\Delta<2J\;}
\end{equation}
Going from $t_2^6$ to $t_2^4e^2$ lifts two electrons by $\Delta$ each and creates four new parallel pairs. Each lifted electron pays $\Delta$ and brings in $2J$ on average: the first adds one parallel pair, the second three. At $\Delta=2J$ the two states are degenerate.

For the intermediate spin,
\begin{align}
E_1-E_2&=(\Delta-7J)-(2\Delta-10J)=3J-\Delta,\\
E_1-E_0&=(\Delta-7J)+6J=\Delta-J .
\end{align}
For $S=1$ to be lowest, both differences would have to be negative, which requires $\Delta>3J$ and $\Delta<J$ together. This is impossible, so in this model the ground state changes directly from $S=2$ to $S=0$. At the crossing, $S=1$ lies higher by $J$.

Two limits show the competition. For $\Delta\to0$ the exchange decides and the gap \eqref{eq:gap} between the two determinants tends to $4J$, with the high spin lowest as in Hund's first rule. For $\Delta\gg J$ the electrons fill the lower level first and the spins cancel.

\subsection*{(d) Numbers for chromium}

The ten pairs of different $d$ orbitals have exchange integrals between $C=0.35$ eV and $4B+C=0.67$ eV; they are listed in part (f). Their mean is
\begin{equation}
J=\tfrac52B+C=0.20+0.35=0.55\ \text{eV}.
\end{equation}
The limit is $2J=1.10$ eV. The assumed splitting of $0.80$ eV is below it, so $S=2$ is the ground state of the model. In eV,
\begin{align}
E_2&=2(0.80)-10(0.55)=-3.90,\\
E_1&=0.80-7(0.55)=-3.05,\\
E_0&=-6(0.55)=-3.30 .
\end{align}
$S=0$ lies $0.60$ eV ($9.6\times10^{-20}$ J) above $S=2$, and $S=1$ lies $0.85$ eV above it. Since $\Delta/2J=0.73$, the exchange integral could fall to $73\%$ of its assumed value, at fixed $\Delta$, before the order of $S=2$ and $S=0$ changed.

At $300$ K, $k_BT=0.0259$ eV. With the single-determinant gap of $0.60$ eV, the probability of finding $S=0$ is about $10^{-11}$. This number depends exponentially on the gap: with the $0.05$ eV that the same integrals give once configurations are mixed (end of part (f)), it would be about $1\%$.

\subsection*{(e) The opposite level order}

Let $e$ now lie below $t_2$ by $\Delta'>0$, and count the electrons in $t_2$ as lifted. The pair numbers $10$, $7$ and $6$ are unchanged, but the numbers of lifted electrons differ:
\begin{itemize}
\item $S=2$ is $e^3t_2^3$, with three lifted electrons;
\item $S=1$ is $e^4t_2^2$ with the two $t_2$ spins parallel, so two are lifted;
\item $S=0$ is $e^4t_2^2$ with both $t_2$ electrons in one orbital, so again two are lifted.
\end{itemize}
Therefore
\begin{align}
E_0-E_2&=(2\Delta'-6J)-(3\Delta'-10J)=4J-\Delta',\\
E_1-E_2&=(2\Delta'-7J)-(3\Delta'-10J)=3J-\Delta'.
\end{align}
$S=2$ now beats $S=0$ up to $\Delta'=4J=2.20$ eV, but it loses to $S=1$ already at $3J=1.65$ eV. Among these determinants $S=0$ is never lowest, since it lies above $S=1$ by $J$. The limit for six $d$ electrons thus depends on the level order, and $\Delta<2J$ holds only when $t_2$ lies below $e$.

\subsection*{(f) The actual repulsion in a $d$ shell}

\paragraph{The integrals.} The exchange integrals follow from expanding the Coulomb repulsion in Legendre polynomials. For $d$ orbitals the terms of order $0$, $2$ and $4$ occur, with radial integrals $F^0$, $F^2$ and $F^4$. The Racah parameters are $B=F^2/49-5F^4/441$ and $C=35F^4/441$.

Take the pair $xy$, $x^2-y^2$ as an example. The product of the two normalized angular functions is
\begin{equation}
\rho=\frac{15}{32\pi}\sin^4\theta\,\sin4\varphi ,
\end{equation}
a pure function of order $4$. The Legendre term of order $k$ contributes $\frac{4\pi}{2k+1}F^k$ times the integral of the squared order-$k$ part of $\rho$. With $\int_{-1}^{1}(1-x^2)^4dx=256/315$,
\begin{equation}
J_{xy,x^2-y^2}=\frac{4\pi}{9}F^4\left(\frac{15}{32\pi}\right)^2\pi\,\frac{256}{315}
=\frac{4\pi}{9}\,\frac{5}{28\pi}F^4=\frac{5}{63}F^4=C .
\end{equation}
The same integration for the other pairs gives
\begin{align}
&\text{two } t_2 \text{ orbitals:} && 3B+C,\nonumber\\
&z^2,\;x^2-y^2: && 4B+C,\nonumber\\
&xy,\;z^2: && 4B+C,\nonumber\\
&yz \text{ or } zx,\;z^2: && B+C,\nonumber\\
&yz \text{ or } zx,\;x^2-y^2: && 3B+C.\nonumber
\end{align}
Each $t_2$ orbital has the same sum over the two $e$ orbitals: $4B+2C$ for $xy$, and $(B+C)+(3B+C)=4B+2C$ for $yz$ and $zx$. The mean $t_2$--$e$ integral is therefore $J_{te}=2B+C$. Write $J_{tt}=3B+C$ and $J_{ee}=4B+C$. The mean over all ten pairs is
\begin{equation}
\frac{3J_{tt}+6J_{te}+J_{ee}}{10}=\frac{(9+12+4)B+10C}{10}=\tfrac52B+C,
\end{equation}
the value used in part (d).

\paragraph{Exchange part.} The five up spins of $S=2$ form three $t_2$--$t_2$ pairs, six $t_2$--$e$ pairs and one $e$--$e$ pair. $S=0$ has six $t_2$--$t_2$ pairs. The extra exchange energy gained by $S=2$ is
\begin{align}
G_x&=(3J_{tt}+6J_{te}+J_{ee})-6J_{tt}=J_{ee}+6J_{te}-3J_{tt}\nonumber\\
&=(4+12-9)B+(1+6-3)C=7B+4C=1.96\ \text{eV}.
\label{eq:Gx}
\end{align}
With equal integrals this would be $4J=2.20$ eV.

\paragraph{Direct part.} Two electrons in one orbital repel each other more strongly than two electrons in different orbitals. The angular integrals give, for every pair of different real $d$ orbitals,
\begin{equation}
U_{ab}=U_0-2J_{ab},
\end{equation}
where $U_0$ is the repulsion within one orbital. The 15 electron pairs are distributed as follows.
\begin{itemize}
\item $S=0$: three pairs within one orbital and $3\times4=12$ $t_2$--$t_2$ pairs.
\item $S=2$: one pair within one orbital, $2+2+1=5$ $t_2$--$t_2$ pairs, $4\times2=8$ $t_2$--$e$ pairs and one $e$--$e$ pair.
\end{itemize}
Both states contain $15U_0$, which cancels. The direct repulsion of $S=0$ minus that of $S=2$ is
\begin{align}
G_d&=-24J_{tt}+\left(10J_{tt}+16J_{te}+2J_{ee}\right)\nonumber\\
&=-14J_{tt}+16J_{te}+2J_{ee}\nonumber\\
&=(-42+32+8)B+(-14+16+2)C=-2B+4C=1.24\ \text{eV}.
\end{align}
This contribution also favours $S=2$, and equal direct repulsion leaves it out.

\paragraph{The new limit.} The energy difference becomes
\begin{equation}
E_0-E_2=G_x+G_d-2\Delta=5B+8C-2\Delta ,
\end{equation}
so for single determinants $S=2$ is lower when
\begin{equation}
\Delta<\frac{5B+8C}{2}=\frac{0.40+2.80}{2}=1.60\ \text{eV}.
\end{equation}

A single determinant is still an approximation for $S=0$: the repulsion mixes $t_2^6$ with other singlets, which lowers it. The $S=2$ state gains nothing in this way. Its up spins fill the whole shell and form a spherical cloud, in which the single down electron has the same repulsion energy in every $d$ orbital. Diagonalizing the repulsion and the cubic field among all 210 determinants of six electrons in ten spin orbitals moves the limit to $1.47$ eV, or $2.7J$.

For these parameters $2J=1.10$ eV is thus about a quarter below the limit of the full $d$ shell. At $\Delta=0.80$ eV the diagonalization puts $S=0$ at $1.28$ eV and $S=1$ at $1.14$ eV above the ground state. $S=2$ remains lowest, but the two excited spins have changed places compared with part (d). With single determinants, the equal-pair model gives the same ground state as the full $d$ shell here, but a poor excitation spectrum. Its rule should not be carried beyond single determinants. For real orbitals the integral $J_{ab}$ also moves an electron pair from orbital $a$ to orbital $b$, and this mixes $t_2^6$ with singlets that have pairs in $e$. If the equal integrals are kept, including this pair transfer, all other integrals are set to zero and all configurations are mixed, the gap between $S=0$ and $S=2$ at $\Delta=0.80$ eV shrinks from $0.60$ to $0.05$ eV.

\subsection*{What the model leaves out}

\paragraph{Unequal covalency.} The $t_2$ and $e$ orbitals spread onto the silicon neighbours to different degrees. Suppose an $e$ orbital has a relative weight $g$ on chromium, so that $J_{te}=gJ$, $J_{ee}=g^2J$ and $J_{tt}=J$. Keep $\Delta$ and the equal direct repulsion fixed. By the first line of \eqref{eq:Gx}, the crossing is at
\begin{equation}
g^2+6g-3=\frac{2\Delta}{J}=2.91,\qquad g=-3+\sqrt{12+2.91}=0.86 .
\end{equation}
A reduction of the $e$ weight by $14\%$ would close the gap of the equal-pair model. This shows how sensitive the exchange part is, not how the real defect responds. If the direct repulsion were reduced by the same weights, $S=2$ would gain a further $(9-8g-g^2)U=1.37\,U$, which for $U=1$ eV already outweighs the lost exchange.

\paragraph{Distortion and spin--orbit coupling.} The down electron of $S=2$ can choose among three $t_2$ orbitals, so a distortion of the lattice can lower its energy. If one $t_2$ orbital drops by $0.05$ eV and the other two rise by $0.025$ eV, the filled set $t_2^6$ has no first-order shift, while the down electron gains $0.05$ eV. This favours $S=2$. A spin--orbit constant of $0.03$ eV, a rough value, spreads the $3\times5=15$ states of the $S=2$ level over $0.04$ eV. Both effects are small beside the single-determinant gap of $0.60$ eV and the gaps above $1$ eV of the full $d$ shell. They are not small beside the $0.05$ eV gap that the equal integrals give once configurations are mixed.

\paragraph{The real defect.} Electron spin resonance assigns $S=2$ to neutral interstitial chromium in silicon, the same spin that the model gives with these illustrative parameters. The agreement does not measure $\Delta$ or $J$, and at $\Delta=0.80$ eV a $J$ below $0.40$ eV would reverse the order of $S=2$ and $S=0$ in the equal-pair model. The centre is a donor, so it must also be kept neutral. Take a rough donor level $0.20$ eV below the conduction band and $10^{17}$ electrons per cm$^3$ at $300$ K, with chromium too dilute to change that density. With an effective density of states of $2.9\times10^{19}$ per cm$^3$ in the conduction band, the Fermi level is then $k_BT\ln 290=0.15$ eV below the band. Weighting the six states of the ion ($3d^5$, $S=5/2$) against the 15 split states of the neutral centre gives a neutral share of roughly $90\%$. The share is sensitive to the rough donor level: $0.17$ eV instead of $0.20$ eV would give about $75\%$, and $0.23$ eV about $97\%$. A real crystal also breaks the assumption of a pure, isolated $d$ shell. A prediction of $\Delta$ and $J$ needs the silicon orbitals and the relaxation of the neighbours. The numerical output below lists the main inputs and results.

\section*{Table of computed values}
\begin{verbatim}
Racah B, C: 0.08, 0.35 eV
mean pair exchange J: 0.550 eV
smallest, largest pair exchange: 0.350, 0.670 eV
crystal-field splitting delta: 0.80 eV
number of determinants: 210
S=2: up 5, down 1, parallel pairs 10, e electrons 2
S=2: field 1.600, exchange -5.500, sum -3.900 eV
S=1: up 4, down 2, parallel pairs 7, e electrons 1
S=1: field 0.800, exchange -3.850, sum -3.050 eV
S=0: up 3, down 3, parallel pairs 6, e electrons 0
S=0: field 0.000, exchange -3.300, sum -3.300 eV
equal-pair limit of delta (2J): 1.100 eV
E(S=0)-E(S=2), equal pairs: 0.600 eV = 9.613e-20 J
E(S=1)-E(S=2), equal pairs: 0.850 eV
delta/(2J): 0.727
e below t2: limit S=2 against S=0: 2.200 eV
e below t2: limit S=2 against S=1: 1.650 eV
relative e weight g at which equal-pair gap closes: 0.861
real shell: exchange gain of S=2: 1.960 eV
real shell: direct gain of S=2: 1.240 eV
real shell: determinant limit of delta: 1.600 eV
real shell: limit with configuration mixing: 1.475 eV
same limit divided by J: 2.681
real shell, mixed: E(S=0)-E(S=2): 1.279 eV
real shell, mixed: E(S=1)-E(S=2): 1.143 eV
t2 orbital lowered by 0.050 eV: S=2 gains 0.0499 eV
spin-orbit constant: 0.030 eV
spin-orbit spread of the 15 ground levels: 0.0375 eV
temperature: 300 K, kT: 0.02585 eV
thermal weight of S=0, equal-pair gap: 1.1e-11
rough donor level below conduction band: 0.20 eV
density-of-states mass: 1.1 m_e, Nc: 2.90e+19 cm^-3
electron density: 1e+17 cm^-3
Fermi level below conduction band: 0.147 eV
neutral share of chromium: 0.909
\end{verbatim}
